\section*{Oscillation wavelength of an ion in a harmonic planar channel}

\section{An ion between two atomic planes}

A fast proton enters a crystal almost parallel to a family of atomic planes. When it drifts towards one plane, the positive nuclei there push it back; it crosses the open space and is pushed back by the next plane. Its path weaves from side to side as it travels into the crystal. How far does it advance during one full oscillation?

At a small angle to the planes the ion passes many atoms before its distance from a plane changes noticeably. The separate atomic pushes can then be replaced by their average over the plane. This is the continuum approximation. It needs an ion that does not come close to individual atoms, and a direction of travel that is not nearly along a row of atoms in the plane, so that the ion samples the plane evenly. Let $y$ be the distance from mid-channel. The averaged potential energy $U$ depends on $y$ alone, and near its minimum it is taken as
\begin{equation}
U(y)=\tfrac12 Ky^2,\qquad K>0,\qquad U(0)=0 .
\label{eq:U}
\end{equation}
No force acts parallel to the planes, so the velocity component in that direction is constant, and the $z$ axis is laid along it. The ion has mass $M$ and moves non-relativistically. Its total energy $E$ is kinetic plus potential, and for the present it loses none. The wavelength $\lambda$ is the distance along $z$ between successive crossings of $y=0$ in the same direction.

\section{First derivation: follow the motion in time}

Newton's equations are
\begin{equation}
M\ddot y=-\frac{dU}{dy}=-Ky,\qquad M\ddot z=0 .
\end{equation}
Start the clock at an upward crossing of mid-channel. The solution with amplitude $A$ is
\begin{equation}
y=A\sin\omega t,\qquad \omega=\sqrt{K/M},
\end{equation}
since $\ddot y=-\omega^2y=-(K/M)y$. The next upward crossing comes when $\omega t=2\pi$, that is, after the period
\begin{equation}
T=2\pi\sqrt{M/K}.
\end{equation}

The speed $v_z$ follows from the energy. The transverse energy is
\begin{align}
E_\perp&=\tfrac12M\dot y^2+\tfrac12Ky^2\nonumber\\
&=\tfrac12MA^2\omega^2\cos^2\omega t+\tfrac12KA^2\sin^2\omega t
=\tfrac12KA^2,
\end{align}
where $M\omega^2=K$ was used in the last step. It is constant, and so is the remainder,
\begin{equation}
E_z=\tfrac12Mv_z^2=E-E_\perp ,\qquad
v_z=\sqrt{\frac{2(E-E_\perp)}{M}} .
\end{equation}
The distance covered in one period is
\begin{equation}
\lambda=v_zT=\sqrt{\frac{2(E-E_\perp)}{M}}\;2\pi\sqrt{\frac MK}
=2\pi\sqrt{\frac{2(E-E_\perp)}{K}} .
\label{eq:exact}
\end{equation}

This is exact for the potential (\ref{eq:U}) without energy loss. If $E_\perp\ll E$, then $\sqrt{1-E_\perp/E}\approx1-E_\perp/(2E)$, and
\begin{equation}
\lambda\approx\lambda_0\left(1-\frac{E_\perp}{2E}\right),\qquad
\boxed{\lambda_0=2\pi\sqrt{\frac{2E}{K}}} .
\label{eq:main}
\end{equation}
A small transverse share means a small angle. The path is steepest at mid-channel, where all the transverse energy is kinetic, and there
\begin{equation}
\tan\theta_{\max}=\frac{v_{y,\max}}{v_z}=\sqrt{\frac{E_\perp}{E-E_\perp}} .
\label{eq:angle}
\end{equation}

The mass has cancelled. At fixed $E$ and $K$ a heavier ion takes longer to oscillate, in proportion to $\sqrt M$, but it also moves more slowly along the channel, in proportion to $1/\sqrt M$. The stiffness $K$, however, contains the charge with which the ion feels the planes, so a different element generally has a different wavelength.

A case with a large transverse share separates (\ref{eq:exact}) from (\ref{eq:main}). With $K=1$, $E=1$ and $E_\perp=0.2$ in model units, $\lambda_0=2\pi\sqrt2=8.8858$, whereas (\ref{eq:exact}) gives $2\pi\sqrt{1.6}=7.9477$. Direct numerical integration of Newton's equations gives 7.9477 for mass 1 and for mass 7.

\section{Second derivation: follow the shape of the path}

The question concerns a length, and it can be answered without solving for the motion in time. Conservation of the two energies gives
\begin{equation}
\tfrac12Mv_y^2=E_\perp-U(y),\qquad \tfrac12Mv_z^2=E_z .
\end{equation}
Dividing the first equation by the second removes the mass and gives the slope of the path:
\begin{equation}
\left(\frac{dy}{dz}\right)^2=\frac{v_y^2}{v_z^2}=\frac{E_\perp-U(y)}{E_z}.
\end{equation}
The ion turns back at $y=A$, where the slope vanishes, so $E_\perp=U(A)$. On the way out from mid-channel the slope is positive, and
\begin{equation}
dz=\sqrt{\frac{E_z}{U(A)-U(y)}}\;dy .
\end{equation}
The squared slope depends on $y$ alone, so the return from $A$ covers the same length as the way out. Because $U(-y)=U(y)$, the other half of the oscillation matches the first. The wavelength is therefore four times the outward quarter:
\begin{equation}
\lambda=4\int_0^A\sqrt{\frac{E_z}{U(A)-U(y)}}\;dy .
\label{eq:quad}
\end{equation}
So far $U$ may be any symmetric well that rises steadily from its centre to $A$. For the harmonic channel $U(A)-U(y)=\tfrac12K(A^2-y^2)$. With $y=A\sin\theta$, $dy=A\cos\theta\,d\theta$ and $\sqrt{A^2-y^2}=A\cos\theta$,
\begin{align}
\lambda&=4\sqrt{\frac{2E_z}{K}}\int_0^A\frac{dy}{\sqrt{A^2-y^2}}
=4\sqrt{\frac{2E_z}{K}}\int_0^{\pi/2}d\theta\nonumber\\
&=2\pi\sqrt{\frac{2E_z}{K}} ,
\end{align}
which is (\ref{eq:exact}) again, since $E_z=E-E_\perp$.

The amplitude cancels because the well is parabolic: a wider swing is steeper in the same proportion. The first departure from a parabola shows what happens otherwise. Let $U=\tfrac12Ky^2+\tfrac14Gy^4$ with a small quartic term. Then
\begin{align}
U(A)-U(y)&=\tfrac12K(A^2-y^2)+\tfrac14G(A^4-y^4)\nonumber\\
&=\tfrac12K(A^2-y^2)\left[1+\frac{G(A^2+y^2)}{2K}\right].
\end{align}
The bracket enters (\ref{eq:quad}) to the power $-\tfrac12$, which to first order is $1-G(A^2+y^2)/(4K)$. With $y=A\sin\theta$ the integral averages this factor over $\theta$. The average of $\sin^2\theta$ is $\tfrac12$, so $A^2+y^2$ averages to $\tfrac32A^2$. At fixed $E_z$,
\begin{equation}
\lambda\approx2\pi\sqrt{\frac{2E_z}{K}}\left(1-\frac{3GA^2}{8K}\right).
\label{eq:quartic}
\end{equation}
Walls steeper than a parabola, $G>0$, shorten the wavelength, and the shortening grows as $A^2$.

\section{What each derivation assumes}

Both derivations assume the continuum potential, non-relativistic motion and no energy loss. They differ in where the parabola enters. The first needs the linear force from the start, because it uses the sinusoidal solution. The second needs conserved transverse and longitudinal energies and a symmetric well; the parabola is inserted at the end. The second therefore extends to walls that are not parabolic, provided the channel is symmetric, as it is between the like planes of the example below. Between unlike planes the two sides differ, and the wavelength is twice the sum of the two quarters measured from the minimum.

Both can be extended to a fast ion; take the first. At small angles the speed $v$ and the relativistic factor $\gamma$ are nearly constant, and the inertia against a sideways force is $\gamma M$. The period becomes $2\pi\sqrt{\gamma M/K}$. With momentum $p=\gamma Mv$,
\begin{equation}
\lambda\approx v\,2\pi\sqrt{\frac{\gamma M}{K}}=2\pi\sqrt{\frac{pv}{K}} .
\end{equation}
At low speed $pv=Mv^2\approx2E$, and (\ref{eq:main}) returns. In the second derivation the transverse energy equation becomes $\tfrac12\gamma Mv_y^2=E_\perp-U(y)$; dividing by $v_z^2\approx v^2$ then puts $pv/2$ in place of $E_z$ in (\ref{eq:quad}).

Neither derivation covers stopping, since both use a constant $v_z$. The words ``approximately constant energy'' need a condition, which the equation for the path supplies.

\section{Slow energy loss}

Let a stopping force of size $S$ act opposite to the velocity, whose magnitude is $v$. The accelerations are
\begin{equation}
a_y=-\frac{Ky}{M}-\frac{S}{M}\frac{v_y}{v},\qquad
a_z=-\frac SM\frac{v_z}{v}.
\end{equation}
A prime denotes $d/dz=(1/v_z)\,d/dt$. Since $y'=v_y/v_z$,
\begin{equation}
y''=\frac1{v_z}\,\frac{a_yv_z-v_ya_z}{v_z^2}
=\frac{a_y-y'a_z}{v_z^2}.
\end{equation}
In the numerator the drag contributes $-Sv_y/(Mv)+(v_y/v_z)Sv_z/(Mv)=0$: a force along the velocity changes the speed but does not bend the path. What remains is
\begin{equation}
y''=-\frac{Ky}{Mv_z^2}=-k^2y,\qquad k(z)=\sqrt{\frac{K}{2E_z(z)}} .
\label{eq:path}
\end{equation}
With constant $E_z$ this is a harmonic oscillation in $z$ of wavelength $2\pi/k$, as before. With loss, $dE_z/dz=Ma_z=-Sv_z/v\approx-S$ at small angles. For constant $S$, and with $E_\perp$ neglected beside $E$, $E_z=E-Sz$, where $E$ is now the energy at $z=0$.

Try $y=k^{-1/2}\sin\phi$ with $\phi'=k$. Differentiating twice,
\begin{align}
y'&=-\tfrac12k^{-3/2}k'\sin\phi+k^{1/2}\cos\phi,\\
y''&=\left(\tfrac34k^{-5/2}k'^2-\tfrac12k^{-3/2}k''\right)\sin\phi-k^{3/2}\sin\phi .
\end{align}
The two cosine terms in $y''$, $\mp\tfrac12k^{-1/2}k'\cos\phi$, have cancelled. Since $k\propto E_z^{-1/2}$ and $E_z'=-S$, one has $k'/k=S/(2E_z)$ and $k''/k=3S^2/(4E_z^2)$. Hence
\begin{equation}
y''+k^2y=\left(\frac3{16}-\frac38\right)\frac{S^2}{E_z^2}\,y
=-\frac3{16}\frac{S^2}{E_z^2}\,y .
\end{equation}
The remainder is negligible beside $k^2y$ when $S/(kE_z)\ll1$, which means that little energy is lost over the length $1/k=\lambda/2\pi$.

One wavelength is the length over which $\phi$ grows by $2\pi$:
\begin{equation}
2\pi=\int_0^\lambda\sqrt{\frac{K}{2(E-Sz)}}\,dz
=\frac{\sqrt{2K}}S\left(\sqrt E-\sqrt{E-S\lambda}\right).
\end{equation}
Isolate the second root and square:
\begin{equation}
E-S\lambda=\left(\sqrt E-\frac{2\pi S}{\sqrt{2K}}\right)^2
=E-2\pi S\sqrt{\frac{2E}{K}}+\frac{2\pi^2S^2}{K}.
\end{equation}
Cancel $E$ and divide by $-S$:
\begin{equation}
\lambda=\lambda_0-\frac{2\pi^2S}{K}
=\lambda_0\left(1-\frac{S\lambda_0}{4E}\right).
\label{eq:loss}
\end{equation}
The second form uses $\lambda_0^2=8\pi^2E/K$. The factor one quarter has a simple origin: the mean energy over the wavelength is lower than $E$ by half the loss, and the square root halves the effect again. Over many wavelengths the energy may fall a great deal; (\ref{eq:main}) then holds locally, with the current energy, while $S/(kE_z)$ stays small.

\section{A proton between silicon planes}

Take a 1.0 MeV proton between the $\{110\}$ planes of silicon, with amplitude $A=0.050$ nm. The lattice constant $a_{\mathrm L}=0.543$ nm, the room-temperature root-mean-square thermal displacement normal to a plane $u=0.0075$ nm and the stopping force $S=40$ eV/nm are rough typical values. The last belongs to a direction without channelling and is on the high side here.

The stiffness comes from the Moli\`ere model of a screened atom, whose potential energy with the proton at distance $R$ is
\begin{equation}
V(R)=\frac{Ze^2}{4\pi\varepsilon_0R}\sum_i\alpha_ie^{-\beta_iR/a},
\end{equation}
with $Z=14$, $\alpha_i=(0.1,0.55,0.35)$, $\beta_i=(6,1.2,0.3)$ and screening length $a=0.8853\,a_0Z^{-1/3}=0.01944$ nm, $a_0$ being the Bohr radius. For $n$ atoms per unit area, the average over a plane at distance $s$ is an integral over rings of radius $r$. With $R^2=s^2+r^2$ and $r\,dr=R\,dR$,
\begin{align}
U_{\mathrm p}(s)&=2\pi n\int_0^\infty V\,r\,dr
=2\pi n\int_s^\infty V\,R\,dR\nonumber\\
&=\frac{2\pi nZe^2a}{4\pi\varepsilon_0}\sum_i\frac{\alpha_i}{\beta_i}e^{-\beta_is/a}.
\end{align}
Differentiating twice and adding the planes at distances $s_j$ from mid-channel gives
\begin{equation}
K=\frac{2\pi nZe^2}{4\pi\varepsilon_0a}\sum_j\sum_i\alpha_i\beta_ie^{-\beta_is_j/a}.
\end{equation}
The spacing is $d=a_{\mathrm L}/(2\sqrt2)=0.1920$ nm, so $s_j=d/2,3d/2,\dots$ on each side. With eight atoms per cubic cell, $n=8d/a_{\mathrm L}^3=9.59$ nm$^{-2}$. Ten planes on each side give $K=3367$ eV/nm$^2$. Then
\begin{align}
\lambda_0&=2\pi\sqrt{\frac{2\times10^6}{3367}}\ \mathrm{nm}
=2\pi\times24.37\ \mathrm{nm}=153\ \mathrm{nm},\\
E_\perp&=\tfrac12\times3367\times0.050^2\ \mathrm{eV}=4.21\ \mathrm{eV}.
\end{align}
The steepest angle, from (\ref{eq:angle}), is 2.05 mrad, about $0.12^\circ$. This angle and $E_\perp$ are values for the parabola; the steeper walls of the full Moli\`ere potential make both somewhat larger at the same amplitude. One wavelength spans 282 lattice constants, and the closest approach to a plane is 0.046 nm, more than twice the screening length; both favour the continuum picture.

The neglected effects differ widely in size. Each change below is relative to $\lambda_0$.

The transverse share shortens the wavelength by $E_\perp/(2E)=2.1\times10^{-6}$, and relativity by 0.027\,\%. In one wavelength the proton loses $40\times153\ \mathrm{eV}\approx6.1$ keV, and (\ref{eq:loss}) gives a shortening of $2\pi^2\times40/3367=0.235$ nm, or 0.15\,\%. A numerically integrated trajectory with this drag also shortens by 0.235 nm. For constant energy to be a good approximation, it is thus the loss that matters, far more than the transverse share.

Thermal vibration spreads each plane. For a Gaussian displacement, an exponential $e^{-\kappa s}$ averages to $e^{-\kappa s}e^{\kappa^2u^2/2}$, provided $s$ exceeds $\kappa u^2$ by several $u$, as it does at mid-channel. This is larger, so $K$ rises, here to 3413 eV/nm$^2$. The wavelength falls by 0.68\,\%.

Of these effects the walls matter most at the example's amplitude, by an amount that depends on the atomic model. Putting the full Moli\`ere potential of static planes into (\ref{eq:quad}) gives 152.7, 148.9 and 140.7 nm for amplitudes of 0.01, 0.03 and 0.05 nm, changes of $-0.30$, $-2.76$ and $-8.16$\,\%. The sign follows from the potential: planes placed symmetrically at $\pm s_j$ contribute terms proportional to $e^{-\kappa s_j}\cosh\kappa y$, whose quartic coefficient is positive. Scaling the first value, before rounding, by $A^2$, as in (\ref{eq:quartic}), predicts $-2.7$ and $-7.4$\,\%; the excess at the largest amplitude comes from higher orders in $A$.

\section{Loss of step and dechannelling}

In a parabolic channel all small-angle ions of one energy share a wavelength, so those entering parallel to the planes return to mid-channel together. In the Moli\`ere channel they drift apart. Ions with wavelengths of 140.7 and 152.7 nm are half a cycle out of step after a depth $L$ given by
\begin{equation}
\frac L{140.7\ \mathrm{nm}}-\frac L{152.7\ \mathrm{nm}}=\frac12,\qquad
L\approx0.9\ \mu\mathrm m,
\end{equation}
about six oscillations, with energy loss and collisions left out.

Collisions with electrons also disturb the motion. If a free electron of mass $m$ at rest receives a sideways momentum $q$, it takes the energy $q^2/(2m)$ from the ion. The ion recoils with transverse energy $q^2/(2M)$, of which half, averaged over directions around the beam, belongs to $y$. The gain in $y$ energy per unit of energy lost is therefore $m/(2M)$; it is smaller when part of $q$ points along the beam. For the proton this gives 1.67 eV per wavelength, or 0.40 of $E_\perp$. It is a high-side estimate, because it treats all the stopping as sideways kicks to free electrons and uses the non-channelled $S$. In the Moli\`ere channel a gain of this size would shorten the wavelength by nearly 3\,\% of $\lambda_0$, more than the thermal and drag corrections. Steady drag acts the other way but weakly: the amplitude varies as $k^{-1/2}\propto E_z^{1/4}$, so $E_\perp\propto E_z^{1/2}$ falls by about 0.3\,\% per wavelength. Where the kicks prevail, the transverse energy tends to grow, and the ion may come close to the atoms of a plane and be scattered out. This is one route to dechannelling, and the harmonic model does not contain it.

Quantum mechanics changes little at $A=0.05$ nm. The transverse levels are $\hbar\omega=0.374$ eV apart, and $E_\perp$ is 11 such steps. At $A=0.01$ nm it is less than half a step, so the wavelength given for that amplitude is a purely classical value. For a linear force the mean position obeys $M\,d^2\langle y\rangle/dt^2=-K\langle y\rangle$, so the centre of a wave packet keeps the classical period.

Protons of about this energy can be implanted in silicon. Their range is roughly ten micrometres or more, so the energy is nearly constant over one oscillation but not over the whole path. A wafer can be tilted to suppress channelling; what counts here is the angle between the beam and these planes, and an angle of several degrees lies well outside the 2 mrad considered. For the channelled proton of the example, the largest of the computed corrections to the wavelength comes from giving up the parabola: at $A=0.05$ nm this moves the wavelength from 153 to about 141 nm within the Moli\`ere model, which itself replaces the real crystal by screened, spherical atoms. These numbers depend on that choice. With superposed Hartree--Fock atoms, $\lambda_0$ is about 149 nm and the wavelength at $A=0.05$ nm about 145 nm, a wall correction of about 3\,\% instead of 8\,\%; a screening length 15\,\% shorter raises $\lambda_0$ to about 165 nm. The uncertainty of the atomic model is thus comparable with the wall correction. The numerical output below lists the main inputs and results for the Moli\`ere model.

\section*{Computed values}
\begin{verbatim}
Round model: K = 1, E = 1, E_perp = 0.2 (model units)
  simple formula wavelength        8.8858
  exact formula wavelength         7.9477
  trajectory, mass 1               7.9477
  trajectory, mass 7               7.9477
Proton in silicon {110}: inputs (material values rough)
  total energy E                   1.0 MeV
  amplitude A                      0.050 nm
  lattice constant                 0.543 nm
  thermal rms displacement         0.0075 nm
  stopping force S                 40 eV/nm
Channel
  plane spacing                    0.1920 nm
  atoms per plane area             9.59 nm^-2
  screening length                 0.01944 nm
  stiffness K                      3367 eV/nm^2
  closest distance to a plane      0.0460 nm
Main results
  sqrt(2E/K)                       24.37 nm
  wavelength 2 pi sqrt(2E/K)       153.14 nm
  wavelength from trajectory       153.14 nm
  wavelength / lattice constant    282
  wavelength at 4E                 306.29 nm
  transverse energy E_perp         4.21 eV
  largest angle to the planes      2.05 mrad
Neglected effects (relative change of wavelength)
  transverse share of energy       -2.1e-06
  energy lost in one wavelength    6.13 keV
  stopping, change in length       -0.235 nm
  stopping, trajectory change      -0.235 nm
  stopping, relative               -0.153 %
  slowness parameter S/(k E)       9.7e-04
  relativity                       -0.027 %
  K with thermal smearing          3413 eV/nm^2
  thermal smearing                 -0.68 %
  real walls, A = 0.01 nm          152.69 nm, -0.30 %
  real walls, A = 0.03 nm          148.92 nm, -2.76 %
  real walls, A = 0.05 nm          140.65 nm, -8.16 %
Other limits
  quantum level spacing            0.374 eV
  E_perp / level spacing           11.3
  electron kicks per wavelength    1.67 eV (high side)
  kicks / E_perp                   0.40
\end{verbatim}
